# Current-Driven Domain-Wall Motion: Drift, Breakdown and the Intrinsic Threshold: a numerical check

```python
"""Current-driven motion of a one-dimensional magnetic domain wall.

Result under test: with adiabatic spin-transfer velocity u, damping alpha and
nonadiabatic parameter beta, a steady wall moves at v = beta*u/alpha up to
u_b = u_w*alpha/|beta-alpha|, u_w = gamma*K_perp*Delta/Ms.  For beta = 0 the
wall stops below u_w (intrinsic threshold) and above it moves at the mean speed
sqrt(u^2-u_w^2)/(1+alpha^2).  With the wall width free to contract, the exact
steady limit is J_c = e*(sigma_hard-sigma_easy)/(hbar*P).
Symbols: q wall position, phi in-plane angle from the preferred direction,
Delta wall width, A exchange stiffness, K easy-axis and K_perp transverse
anisotropy, Ms magnetization, P spin polarization, sigma wall energy per area,
J current density counted positive along the electron drift.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

e, hbar, kB, mu0 = const.e, const.hbar, const.k, const.mu_0
muB = const.physical_constants["Bohr magneton"][0]

# ---------- example parameters (round values, Co/Ni-like wire) ----------
g_factor = 2.0
Ms, A, K, K_perp = 6.0e5, 1.0e-11, 4.0e5, 2.5e4
alpha, beta_ex, P = 0.03, 0.02, 0.6
width, thick, temp = 60e-9, 3e-9, 300.0
gamma = g_factor * muB / hbar
Delta = np.sqrt(A / K)
u_per_J = g_factor * muB * P / (2 * e * Ms)
u_w = gamma * K_perp * Delta / Ms
J_fixed = 2 * e * K_perp * Delta / (hbar * P)
assert abs(u_w / u_per_J / J_fixed - 1) < 1e-10

# ---------- exact steady wall inserted in the vector equation ----------
x, t = sp.symbols("x t", real=True)
kap0, phi0, al0, be0 = 0.8, -0.3, 0.1, 0.04
w0 = 1 / np.sqrt(1 + kap0 * np.sin(phi0)**2)
U0 = kap0 * w0 * np.sin(2 * phi0) / (2 * (be0 / al0 - 1))
s = (x - be0 * U0 / al0 * t) / w0
m = sp.Matrix([np.cos(phi0) / sp.cosh(s), np.sin(phi0) / sp.cosh(s),
               -sp.tanh(s)])
mx, mt = m.diff(x), m.diff(t)
h = m.diff(x, 2) + sp.Matrix([0, -kap0 * m[1], m[2]])
residual = (mt + m.cross(h) - al0 * m.cross(mt)
            + U0 * mx - be0 * U0 * m.cross(mx))
res_fun = sp.lambdify((x, t), residual, "numpy")
wall_residual = max(np.abs(res_fun(xx, 0.7)).max()
                    for xx in (-2.1, -0.4, 0.3, 1.7))
assert wall_residual < 1e-12

# ---------- exact threshold: search over tilt, energies by quadrature ----------
def wall_energy(angle):
    k_eff = K + K_perp * np.sin(angle)**2
    d = np.sqrt(A / k_eff)
    dens = lambda z: (A / d**2 + k_eff) / np.cosh(z)**2
    return d * quad(dens, -25, 25, points=[0])[0]

sigma_easy, sigma_hard = wall_energy(0.0), wall_energy(np.pi / 2)
torque_speed = lambda p: (gamma * K_perp / Ms * np.sin(2 * p)
                          * np.sqrt(A / (K + K_perp * np.sin(p)**2)))
best = minimize_scalar(lambda p: -torque_speed(p) / u_w,
                       bounds=(0.1, 1.5), method="bounded")
J_exact = e * (sigma_hard - sigma_easy) / (hbar * P)
assert abs(-best.fun * u_w / u_per_J / J_exact - 1) < 1e-7

# ---------- collective equations: definition side ----------
inverse = np.linalg.inv(np.array([[1.0, alpha / Delta],
                                  [-alpha, 1 / Delta]]))

def wall_rates(phi, u, beta, field=0.0):
    """Return dphi/dt and dq/dt; field is an easy-axis field in tesla."""
    drive = beta * u / Delta + gamma * field
    twist = u / Delta + gamma * K_perp / Ms * np.sin(2 * phi)
    return inverse @ np.array([drive, twist])

def u_break(beta):
    return u_w * alpha / abs(beta - alpha)

def mean_speed(u, beta):
    """Derived formula for u > 0."""
    excess = max(u**2 - u_break(beta)**2, 0.0)
    return (beta * u / alpha
            + (alpha - beta) * np.sqrt(excess) / (alpha * (1 + alpha**2)))

def run_from_rest(u, beta, t_end=150e-9):
    sol = solve_ivp(lambda tt, y: wall_rates(y[0], u, beta), (0, t_end),
                    [0.0, 0.0], rtol=1e-9, atol=[1e-10, 1e-18])
    phi, q = sol.y[:, -1]
    return phi, q, wall_rates(phi, u, beta)[1]

def turn_average(u, beta):
    period = quad(lambda p: 1 / abs(wall_rates(p, u, beta)[0]), 0, np.pi,
                  limit=200)[0]
    path = quad(lambda p: wall_rates(p, u, beta)[1]
                / abs(wall_rates(p, u, beta)[0]), 0, np.pi, limit=200)[0]
    return path / period

J_rows = np.array([0.3, 0.6, 0.8, 1.2, 2.4]) * 1e12
table = []
for J in J_rows:
    u = u_per_J * J
    for beta in (0.0, beta_ex):
        if u < u_break(beta):
            numeric = run_from_rest(u, beta)[2]
        else:
            numeric = turn_average(u, beta)
        assert abs(numeric - mean_speed(u, beta)) < 1e-5 * u
    table.append((J, u, mean_speed(u, 0.0), mean_speed(u, beta_ex)))

u_stop = table[0][1]
phi_stop = -0.5 * np.arcsin(u_stop / u_w)
shift_stop = -Delta * phi_stop / alpha
phi_num, q_num, _ = run_from_rest(u_stop, 0.0)
assert abs(phi_num - phi_stop) < 1e-6
assert abs(q_num / shift_stop - 1) < 1e-5

# ---------- pinning: slow current ramp in a periodic pinning field ----------
B_pin, pin_period = 5e-3, 40e-9

def pinned_run(ratio):
    def rhs(tt, y):
        u = ratio * u_w * min(tt / 20e-9, 1.0)
        field = -B_pin * np.sin(2 * np.pi * y[1] / pin_period)
        return wall_rates(y[0], u, beta_ex, field)
    sol = solve_ivp(rhs, (0, 100e-9), [0.0, 0.0], rtol=1e-7,
                    atol=[1e-8, 1e-16])
    return sol.y[1, -1]

q_held, q_freed = pinned_run(0.9), pinned_run(1.1)
beta_field = beta_ex * u_w / (gamma * Delta)
assert beta_field < B_pin
assert abs(q_held) < pin_period / 4 and q_freed > 200e-9

# ---------- micromagnetics: no assumed profile after the start ----------
# Units: length Delta, field 2K/Ms, time 1/(gamma*2K/Ms); kap = K_perp/K.
# Runs: stop, threshold passed, steady drift, breakdown, fast precession.
al = 0.3
U_exact = np.sqrt(2.0) - 1
kap = np.array([1, 1, 1, 1, 0.2])[:, None]
bet = np.array([0, 0, 0.15, 0.15, 0])[:, None]
U = np.array([0.94 * U_exact, 1.08 * U_exact, 0.94 * 2 * U_exact,
              1.08 * 2 * U_exact, 0.25])[:, None]
dx, dt, t_total = 0.3, 0.035, 120.0
grid = np.arange(-15, 90, dx)
mag = np.zeros((3, 5, grid.size))
mag[0], mag[2] = 1 / np.cosh(grid), -np.tanh(grid)
mag[:2, :, :2] = 0
mag[:2, :, -2:] = 0
mag /= np.sqrt((mag**2).sum(axis=0))

def cross(a, b):
    return np.stack((a[1] * b[2] - a[2] * b[1], a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]))

def llg(v):
    grad, heff = np.zeros_like(v), np.zeros_like(v)
    l2, l1, c = v[..., :-4], v[..., 1:-3], v[..., 2:-2]
    r1, r2 = v[..., 3:-1], v[..., 4:]
    grad[..., 2:-2] = (8 * (r1 - l1) - (r2 - l2)) / (12 * dx)
    heff[..., 2:-2] = (16 * (r1 + l1) - (r2 + l2) - 30 * c) / (12 * dx**2)
    heff[2] += v[2]
    heff[1] -= kap * v[1]
    tau = cross(v, -heff + bet * U * grad + U * cross(v, grad))
    return (tau + al * cross(v, tau)) / (1 + al**2)

steps = int(t_total / dt)
pos, ang = np.zeros((steps, 5)), np.zeros((steps, 5))
for n in range(steps):
    k1 = llg(mag)
    k2 = llg(mag + 0.5 * dt * k1)
    k3 = llg(mag + 0.5 * dt * k2)
    k4 = llg(mag + dt * k3)
    mag = mag + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    mag /= np.sqrt((mag**2).sum(axis=0))
    pos[n] = 0.5 * dx * mag[2].sum(axis=-1)
    ang[n] = np.arctan2(mag[1].sum(axis=-1), mag[0].sum(axis=-1))
times = dt * np.arange(1, steps + 1)
half = steps // 2
late = (pos[-1] - pos[half]) / (times[-1] - times[half])
drift = (bet * U / al)[:, 0]
assert abs(late[0]) < 2e-3                      # stopped
assert late[1] > 0.01 and U[1, 0] < 0.5         # moves below fixed-width limit
assert abs(late[2] - drift[2]) < 2e-3           # beta*u/alpha
assert late[3] - drift[3] > 0.01                # steady state lost
turn = np.unwrap(ang[:, 4])
start = int(30 / dt)
assert turn[-1] < turn[start] - np.pi
t_turn = np.interp(-(turn[start] - np.pi), -turn, times)
v_turn = ((np.interp(t_turn, times, pos[:, 4]) - pos[start, 4])
          / (t_turn - times[start]))
v_turn_formula = np.sqrt(0.25**2 - 0.1**2) / (1 + al**2)
# The formula keeps the width fixed; at kap = 0.2 that costs about a percent.
assert abs(v_turn / v_turn_formula - 1) < 0.03

# ---------- thermal drift below threshold, beta = 0 ----------
barrier = 2 * Delta * width * thick * K_perp
noise = kB * temp / barrier

def thermal_rate(tilt, D):
    """Mean rate for dphi/ds = tilt - sin(2 phi) + noise, constant flux."""
    nodes, weights = np.polynomial.legendre.leggauss(120)
    y = 0.5 * np.pi * (nodes + 1)
    z = np.pi * np.arange(300)[:, None] / 300
    pot = lambda p: -tilt * p - 0.5 * np.cos(2 * p)
    inner = (np.exp((pot(z) - pot(z - y)) / D) / D) @ (0.5 * np.pi * weights)
    return (1 - np.exp(-np.pi * tilt / D)) / inner.mean()

rng = np.random.default_rng(7)
walk, ds = np.zeros(4000), 0.02
for n in range(6000):
    if n == 1000:
        early = walk.mean()
    walk += ((0.8 - np.sin(2 * walk)) * ds
             + np.sqrt(2 * noise * ds) * rng.standard_normal(4000))
walk_rate = (walk.mean() - early) / (5000 * ds)
flux_rate = thermal_rate(0.8, noise)
# Sampling error of 4000 walkers and the finite time step: a few percent.
assert abs(walk_rate / flux_rate - 1) < 0.05
v_thermal = [u_w * thermal_rate(r, noise) / (1 + alpha**2)
             for r in (0.5, 0.9)]

# ---------- heating and the field of the current ----------
resistivity, oxide, k_oxide = 2e-7, 100e-9, 1.4   # rough typical values
heating = lambda J: resistivity * J**2 * thick * oxide / k_oxide
J_break = u_break(beta_ex) / u_per_J
B_surface = mu0 * J_fixed * thick / 2
B_edge = mu0 * J_fixed / (2 * np.pi) * 2 * quad(
    lambda z: 0.5 * np.log((width**2 + z**2) / z**2), 0, thick / 2)[0]

# ---------- output ----------
print(f"Ms = {Ms:.2e} A/m, A = {A*1e12:.1f} pJ/m")
print(f"K = {K:.2e} J/m3, K_perp = {K_perp:.2e} J/m3")
print(f"alpha = {alpha}, beta = 0 or {beta_ex}, P = {P}, g = {g_factor}")
print(f"wire {width*1e9:.0f} nm x {thick*1e9:.0f} nm, T = {temp:.0f} K")
print(f"gamma = {gamma:.4e} rad/(s T)")
print(f"wall width Delta = {Delta*1e9:.3f} nm")
print(f"transverse field 2K_perp/Ms = {2e3*K_perp/Ms:.1f} mT")
print(f"u/J = {u_per_J:.4e} m3/C")
print(f"u_w (fixed width) = {u_w:.2f} m/s")
print(f"J_c (fixed width) = {J_fixed:.4e} A/m2 = {J_fixed/1e4:.4e} A/cm2")
print(f"sigma easy, hard = {sigma_easy*1e3:.4f}, {sigma_hard*1e3:.4f} mJ/m2")
print(f"J_c (exact width) = {J_exact:.4e} A/m2")
print(f"exact/fixed threshold = {J_exact/J_fixed:.4f}")
print(f"breakdown, beta={beta_ex}: u_b = {u_break(beta_ex):.2f} m/s")
print(f"breakdown, beta={beta_ex}: J_b = {J_break:.4e} A/m2")
print(f"speed at breakdown = {beta_ex*u_break(beta_ex)/alpha:.2f} m/s")
print("J (1e12 A/m2), u, mean v beta=0, mean v beta=0.02 (m/s):")
for J, u, v0, v1 in table:
    print(f"  {J/1e12:.1f}  {u:7.2f}  {v0:7.2f}  {v1:7.2f}")
print(f"beta=0, J=0.3e12 A/m2: final tilt = {np.degrees(phi_stop):.2f} deg")
print(f"  shift before stopping = {shift_stop*1e9:.2f} nm")
print(f"exact wall, largest residual = {wall_residual:.1e} (reduced)")
print("micromagnetics, alpha=0.3, speeds in gamma(2K/Ms)Delta:")
print(f"  K_perp=K: exact limit {U_exact:.4f}, fixed-width {0.5:.4f}")
print(f"  beta=0, u={U[0,0]:.4f}: late speed {late[0]:.5f}")
print(f"  beta=0, u={U[1,0]:.4f}: late speed {late[1]:.4f}")
print(f"  beta=0.15, u={U[2,0]:.4f}: {late[2]:.4f}, beta u/alpha {drift[2]:.4f}")
print(f"  beta=0.15, u={U[3,0]:.4f}: {late[3]:.4f}, beta u/alpha {drift[3]:.4f}")
print(f"  K_perp=0.2K, beta=0, u=0.25: {v_turn:.4f}, formula {v_turn_formula:.4f}")
print(f"tilt barrier = {barrier:.3e} J = {1/noise:.2f} kT at 300 K")
print(f"thermal v at 0.5, 0.9 J_c = {v_thermal[0]:.3f}, {v_thermal[1]:.2f} m/s")
print(f"reduced drift at 0.8 J_c: walk {walk_rate:.4f}, flux {flux_rate:.4f}")
print(f"resistivity {resistivity*1e8:.0f} uOhm cm, oxide {oxide*1e9:.0f} nm, "
      f"{k_oxide} W/(m K)")
print(f"heating at J_c, J_b = {heating(J_fixed):.1f}, {heating(J_break):.0f} K")
print(f"current's field at J_c: surface {B_surface*1e3:.2f} mT, "
      f"edge {B_edge*1e3:.2f} mT")
print(f"field equal to beta drive at u_w = {beta_field*1e3:.3f} mT")
print(f"pinning {B_pin*1e3:.0f} mT, period {pin_period*1e9:.0f} nm, 100 ns:")
print(f"  q at 0.9 u_w = {q_held*1e9:.2f} nm, at 1.1 u_w = {q_freed*1e9:.0f} nm")
print("checks complete")
```

Running it gives:

```
Ms = 6.00e+05 A/m, A = 10.0 pJ/m
K = 4.00e+05 J/m3, K_perp = 2.50e+04 J/m3
alpha = 0.03, beta = 0 or 0.02, P = 0.6, g = 2.0
wire 60 nm x 3 nm, T = 300 K
gamma = 1.7588e+11 rad/(s T)
wall width Delta = 5.000 nm
transverse field 2K_perp/Ms = 83.3 mT
u/J = 5.7884e-11 m3/C
u_w (fixed width) = 36.64 m/s
J_c (fixed width) = 6.3303e+11 A/m2 = 6.3303e+07 A/cm2
sigma easy, hard = 8.0000, 8.2462 mJ/m2
J_c (exact width) = 6.2343e+11 A/m2
exact/fixed threshold = 0.9848
breakdown, beta=0.02: u_b = 109.93 m/s
breakdown, beta=0.02: J_b = 1.8991e+12 A/m2
speed at breakdown = 73.28 m/s
J (1e12 A/m2), u, mean v beta=0, mean v beta=0.02 (m/s):
  0.3    17.37     0.00    11.58
  0.6    34.73     0.00    23.15
  0.8    46.31    28.29    30.87
  1.2    69.46    58.96    46.31
  2.4   138.92   133.88   120.90
beta=0, J=0.3e12 A/m2: final tilt = -14.14 deg
  shift before stopping = 41.14 nm
exact wall, largest residual = 2.9e-15 (reduced)
micromagnetics, alpha=0.3, speeds in gamma(2K/Ms)Delta:
  K_perp=K: exact limit 0.4142, fixed-width 0.5000
  beta=0, u=0.3894: late speed 0.00004
  beta=0, u=0.4474: late speed 0.1513
  beta=0.15, u=0.7787: 0.3889, beta u/alpha 0.3894
  beta=0.15, u=0.8947: 0.5979, beta u/alpha 0.4474
  K_perp=0.2K, beta=0, u=0.25: 0.2116, formula 0.2102
tilt barrier = 4.500e-20 J = 10.86 kT at 300 K
thermal v at 0.5, 0.9 J_c = 0.684, 11.56 m/s
reduced drift at 0.8 J_c: walk 0.1945, flux 0.1968
resistivity 20 uOhm cm, oxide 100 nm, 1.4 W/(m K)
heating at J_c, J_b = 17.2, 155 K
current's field at J_c: surface 1.19 mT, edge 1.78 mT
field equal to beta drive at u_w = 0.833 mT
pinning 5 mT, period 40 nm, 100 ns:
  q at 0.9 u_w = 0.96 nm, at 1.1 u_w = 1538 nm
checks complete
```
